# Coupled-cluster doubles for the electron gas in plane waves, part 3

Coupled-cluster doubles (CCD) are applied to $N$ electrons in a periodic cell of volume $\Omega$ with a neutralising background, in Hartree atomic units. The basis has $M$ plane waves, $\mathbf k=2\pi\mathbf n/L$ in a cube of edge $L$, each with both spins; $k_c$ is its cutoff and $k_F$ the Fermi radius. Indices $i,j,m,n$ denote the $o=N$ occupied, $a,b,e,f$ the $v=2M-N$ virtual spin-orbitals, with labels $\lambda_p=(\mathbf k_p,s_p)$, $s_p=\pm1$.

Here $w(p,r)=\delta_{s_ps_r}\tilde v(\mathbf k_p-\mathbf k_r)$, $\tilde v(\mathbf G)=4\pi/(\Omega G^2)$, $\tilde v(0)=v_0$, and
$$f_{pr}=\varepsilon_p\delta_{pr},\qquad \varepsilon_p=\tfrac12k_p^2+Nv_0-\sum_jw(p,j),\qquad E_{\rm HF}=\tfrac12\sum_i\big(\tfrac12k_i^2+\varepsilon_i\big).\tag{2}$$
The singles projection is
$$R_i^a\big|_{T_1=0}=f_{ai}+\sum_{me}f_{me}t_{im}^{ae}+\tfrac12\sum_{mef}\langle am\|ef\rangle t_{im}^{ef}-\tfrac12\sum_{mne}\langle mn\|ie\rangle t_{mn}^{ae}.\tag{4}$$

Section 4: $\hat\Lambda=(\hat{\mathbf K},2\hat S_z)$ commutes with $H$ and $\bar H=e^{-T}He^T$, so projections with label change $\Delta\lambda\neq0$ vanish, including all singles. $\Lambda_0$ is the reference's total label.

Section 5: $b=b(i,j,a)$ has label $\lambda_i+\lambda_j-\lambda_a$, $t[i,j,a]=t_{ij}^{ab}$, $g=\langle ij\|ab\rangle$, $D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. The mask $\mu$ is $1$ for allowed triples, fewer than $\tfrac34o^2v$ for a doubly occupied reference. The particle ladder is
$$\tfrac12\sum_{ef}\langle ab\|ef\rangle t_{ij}^{ef}=\sum_ew(a,e)\,t[i,j,e],\tag{6}$$
and the residual is
$$R[i,j,a]=\mu\Big\{g+(D+\chi_a+\chi_b-\chi_i-\chi_j)\,t+\sum_ew(a,e)t[i,j,e]+\tfrac12\sum_mW[i,j,m]\,t[m,n,a]+Y[i,j,a]-Y[i,j,b]\Big\}.\tag{9}$$
The $\chi$ are one-body shifts; the $W$ and $Y$ terms are the hole ladder and ring term. A ring product padded to $o\times o$ matrices costs $N_Qo^3$, with $N_Q$ the number of distinct transfers $\lambda_a-\lambda_i$. The update is $t\leftarrow t-R/D$; the first iterate $-g/D$ gives MP2. $R$ is independent of $v_0$, but $D$ contains $2v_0$.

The example has $N=14$, $r_s=2$ bohr; at $M=19$ a "dense" CCSD code without momentum conservation found 1104 nonzero doubles. The six-electron determinant space has $r_s=0.5$ bohr, edges $1:1:4$ and seven plane waves.

## 6. Cost

The counts are leading multiply-adds per iteration in spin-orbital indices, without savings from antisymmetry or spin blocks in either column. The reduced counts are upper bounds on the nonzero work.

| Term | Dense | Three-index |
|---|---|---|
| $F_{ae}$, build and apply | $o^2v^3$ | $o^2v$ |
| $F_{mi}$, build and apply | $o^3v^2$ | $o^2v$ |
| Particle ladder | $o^2v^4$ | $o^2v^2$ |
| Hole ladder | $o^4v^2$ | $o^3v$ |
| Ring | $o^3v^3$ | $o^3v$ |
| Amplitude storage | $o^2v^2$ | $o^2v$ |

Each two-body contraction loses two powers, one because an external index is fixed and one because a summed index is fixed. With $v\propto o\propto N$, at a fixed number of plane waves per electron, the time per iteration falls from $N^6$ to $N^4$ and the memory from $N^4$ to $N^3$. For $v>o$ the particle ladder has the largest count in the table.

The ladder can be lowered further, because $w(a,e)$ depends only on $\mathbf n_a-\mathbf n_e$ within a spin channel, so that (6) is a discrete convolution for each $(i,j)$ and each spin of $a$. Let $n_{\max}$ be the largest integer component in the basis. The differences have components in $[-2n_{\max},2n_{\max}]$, and on a periodic grid with $4n_{\max}+1$ points per axis these fall on distinct residues, so the cyclic convolution of the zero-padded amplitudes with $\tilde v$ equals (6) at every $\mathbf n_a$ in the basis. The kernel is transformed once. With $N_g=(4n_{\max}+1)^3$ grid points the cost is of order $o^2N_g\log N_g$, and $N_g\propto v$ for large bases: the ratio of the cube $(4n_{\max})^3$ to the sphere $\tfrac43\pi n_{\max}^3$ is $48/\pi$. For $M=33$ on a $9^3$ grid the FFT ladder agrees with the matrix product to $4.3\times10^{-18}$ Ha. At that size the grid has more than ten times as many points as there are virtual spin-orbitals ($v=52$), so the direct product needs fewer operations; the FFT pays only when $v$ exceeds a multiple of $\log N_g$ set by this padding. It does not touch the $o^3v$ terms, so the scaling at $v\propto o$ stays $N^4$, and the gain is in the regime $v\gg o$.

## 7. Worked example: 14 electrons at $r_s=2$ bohr

The cell is cubic and $v_0=0$. The volume is $\Omega=14\cdot\tfrac{4\pi}{3}\cdot2^3=469.1445$ bohr$^3$, the edge is $L=\Omega^{1/3}=7.77026$ bohr, and $2\pi/L=0.80862$ bohr$^{-1}$. The occupied wave vectors are $(000)$ and the six of type $(100)$, each with both spins. For $M=19$ the virtual ones are the twelve of type $(110)$, so $o=14$ and $v=24$.

### Orbital energies

The kernel is $\tilde v(\mathbf n)=4\pi/[L^3(2\pi/L)^2n^2]=v_1/n^2$ with $v_1=1/(\pi L)=0.040965$ Ha. Equation (2) sums $1/|\mathbf n_p-\mathbf n_j|^2$ over the occupied vectors of the same spin, omitting $j=p$.

For $(000)$ the six neighbours are at squared distance 1, so $\varepsilon=-6v_1=-0.24579$ Ha.

For $(100)$ the squared distances are 1 to the origin, 2 to four vectors and 4 to $(-100)$. The sum is $1+4\cdot\tfrac12+\tfrac14=3.25$, and with the kinetic energy $0.326933$ Ha, $\varepsilon=0.326933-3.25\times0.040965=0.19380$ Ha.

For $(110)$ the squared distances are 2 to the origin, 1 to $(100)$ and $(010)$, 5 to their negatives and 3 to $(0,0,\pm1)$. The sum is $\tfrac12+2+\tfrac25+\tfrac23=\tfrac{107}{30}$, and with the kinetic energy $0.653866$ Ha, $\varepsilon=0.653866-\tfrac{107}{30}\times0.040965=0.50776$ Ha.

The reference energy is $E_{\rm HF}=2\cdot\tfrac12\big[-0.245791+6\,(0.326933+0.193796)\big]=2.87858$ Ha, without the Madelung constant.

### One amplitude

Take $i=(100)\!\uparrow$, $j=(-100)\!\downarrow$, $a=(110)\!\uparrow$. The label sum gives $\mathbf n_b=(0,0,0)-(1,1,0)=(-1,-1,0)$ and $s_b=1-1-1=-1$. The exchange part $w(i,b)$ vanishes because the spins differ, and $\mathbf q=(010)$, so $g=v_1=0.040965$ Ha. The denominator is $D=2(0.507757-0.193796)=0.62792$ Ha, and the first-order amplitude is $-0.040965/0.627921=-0.065239$. The converged value is $-0.033178$, about half as large, and the CCD energy $-0.220446$ Ha is likewise far smaller in magnitude than the MP2 energy $-0.381914$ Ha. The ratio has no invariant meaning, since only the CCD value is independent of $v_0$: with $v_0=0.3$ Ha the MP2 energy lies above the CCD energy instead of below it.

### The counts 1152 and 1104

The number of unmasked triples can be counted from the total vector $\mathbf P=\mathbf n_i+\mathbf n_j$. The components of a $(110)$-type vector add to an even number, so a pair of them cannot sum to a vector of type $(100)$, and pairs made of the origin and a $(100)$ vector have no excitations. For $\mathbf P=0$ there are 7 ordered spatial pairs, $(000,000)$ and six of the form $(\mathbf n,-\mathbf n)$, each with 12 choices of $\mathbf n_a$, giving 84. For $\mathbf P$ of type $(110)$ there are $6\cdot4=24$ ordered pairs; for $\mathbf P=(110)$ the virtual pairs are $(101)+(0,1,-1)$ and $(1,0,-1)+(011)$, or 4 choices of $\mathbf n_a$, giving 96. For $\mathbf P$ of type $(200)$ there are 6 pairs with $\mathbf n_i=\mathbf n_j$ and 4 choices, $(1,\pm1,0)$ and $(1,0,\pm1)$, giving 24. The spatial total is 204. Opposite spins allow two assignments for $(i,j)$ and two spins for $a$, giving $4\times204=816$. Equal spins exclude $\mathbf n_i=\mathbf n_j$, which removes $12+24$, and allow two spin values, giving $2\times168=336$. The sum is $816+336=1152$, the printed number of allowed triples.

The dense solution has 48 fewer nonzero elements. The missing ones are fixed by a point symmetry. The mirror $x\to-x$ permutes the basis, leaves $w$ and the occupied set unchanged, and so maps (9) into itself; the first iterate and all later ones are invariant under it. For equal spins, $\mathbf n_i=(100)$, $\mathbf n_j=(-100)$ and $\mathbf n_a=(0,\pm1,\pm1)$, the mirror exchanges $i$ and $j$ and fixes $a$ and $b$, so $t_{ij}^{ab}=t_{ji}^{ab}=-t_{ij}^{ab}=0$. There are 6 ordered pairs, 4 values of $a$ and 2 spins, $6\cdot4\cdot2=48$, and $1152-48=1104$.

### Larger bases

| $M$ | $v$ | MP2 (Ha) | CCD (Ha) |
|---|---|---|---|
| 19 | 24 | $-0.381914$ | $-0.220446$ |
| 33 | 52 | $-0.533748$ | $-0.313408$ |
| 57 | 100 | $-0.599773$ | $-0.357797$ |
| 93 | 172 | $-0.642869$ | $-0.389439$ |

At $M=93$ the correlation energy per electron is $-0.389439/14=-0.027817$ Ha, or $-0.7569$ eV. This number belongs to this cell and this basis. The last step in the table still changes the CCD energy by $0.0316$ Ha, 8% of the $M=93$ value. At second order the tail can be estimated: for $q\gg k_F$ an opposite-spin pair has $g\propto q^{-2}$ and $D\propto q^2$, so the energy omitted beyond the cutoff is proportional to $\int_{k_c}^\infty q^2\,dq\,q^{-6}\propto k_c^{-3}\propto1/M$. This is an asymptotic estimate that the four small bases here were not used to test.

| $M$ | $o^2v^2$ | $o^2v$ | allowed | allowed$/o^2v$ |
|---|---|---|---|---|
| 19 | 112896 | 4704 | 1152 | 0.245 |
| 33 | 529984 | 10192 | 2960 | 0.290 |
| 57 | 1960000 | 19600 | 7184 | 0.367 |
| 93 | 5798464 | 33712 | 15248 | 0.452 |

The filled fraction of the three-index array rises with $M$ and is still well under the spin bound of $\tfrac34$, which the program asserts for each basis. More than half of the rectangular array is masked at these sizes.

| $M$ | $o^2v^4$ | $o^2v^2$ | $o^3v$ | $N_Q$ | $N_Qo^3$ |
|---|---|---|---|---|---|
| 19 | $6.50\times10^7$ | $1.13\times10^5$ | $6.59\times10^4$ | 150 | $4.12\times10^5$ |
| 33 | $1.43\times10^9$ | $5.30\times10^5$ | $1.43\times10^5$ | 258 | $7.08\times10^5$ |
| 57 | $1.96\times10^{10}$ | $1.96\times10^6$ | $2.74\times10^5$ | 366 | $1.00\times10^6$ |
| 93 | $1.72\times10^{11}$ | $5.80\times10^6$ | $4.72\times10^5$ | 582 | $1.60\times10^6$ |

At $M=93$ the ladder shrinks by the factor $v^2=172^2\approx3\times10^4$. The table also shows that the asymptotic ranking does not hold for the padded ring term in small bases. One padded product costs more than the whole particle ladder at $M=19$ and $M=33$, the two products together about equal it at $M=57$ ($2\times1.004\times10^6$ against $1.960\times10^6$), and only at $M=93$ is the ladder the larger. The excess over $o^3v$ is the factor $N_Q/v$, which is $150/24\approx6.3$ at $M=19$ and $582/172\approx3.4$ at $M=93$, and it consists of empty rows that an implementation can drop.

## 8. Where the result changes or fails

An external potential that varies in space breaks the premise $[\hat{\mathbf K},H]=0$. The term $U\cos(Gx)$ has matrix elements $U/2$ between orbitals of equal spin whose momenta differ by $\pm G\hat{\mathbf x}$. It conserves $K_y$, $K_z$ and $S_z$, and $K_x$ only modulo $G$. The proof of section 4 applies unchanged to the components still conserved, so singles are allowed only for transfers along $x$ without spin flip. For $U=0.05$ Ha and $G=2\pi/L$, with the plane-wave determinant kept as reference, the dense CCSD code from a random start gives a largest single amplitude of $0.03361$ along $G$ and $1.2\times10^{-11}$ for all other singles. The uncoupled estimate from the term $f_{ai}$ in (4) for $(010)\to(110)$ is $(U/2)/(\varepsilon_a-\varepsilon_i)=0.025/0.31396=0.080$ in size at $v_0=0$. This estimate has no invariant meaning, because $\varepsilon_a-\varepsilon_i$ contains $v_0$ and the CCSD amplitude does not: with $v_0=0.3$ Ha it is $0.025/0.61396=0.041$. The dependence cancels once the eight singles of the same transfer (holes $(0,\pm1,0)$ and $(0,0,\pm1)$, two spins) are coupled through $\langle aj\|ib\rangle$. For equal amplitudes the direct part adds $8v_1$ to the denominator, with $v_1$ from section 7, the exchange part subtracts $(\tfrac14+\tfrac12+\tfrac12)v_1+v_0$, and the estimate becomes $0.025/(0.31396+6.75\times0.040965)=0.042$ for any $v_0$. The remaining step to $0.034$ comes from terms left out of this estimate, those containing double amplitudes and those of higher order in $U$, which were not resolved one by one. The dense code itself was validated in the six-electron determinant space with $U=0.2$ Ha, where its amplitudes (largest single $0.01255$) make all single and double projections of $\bar H|\Phi\rangle$ vanish to $8.9\times10^{-11}$ Ha.

A crystal is the general form of this case. Only lattice translations commute with $H$, crystal momentum is conserved modulo a reciprocal-lattice vector, and an orbital needs a band index besides $\mathbf k$. A single excitation between two bands at the same $\mathbf k$ is conserving, so the argument no longer removes $T_1$. The doubles keep three independent $\mathbf k$ indices but have four free band indices. The electron gas is the special case in which the momentum, unrestricted to a Brillouin zone, labels the spatial orbital completely.

Twisted boundary conditions replace $\mathbf k$ by $2\pi\mathbf n/L+\boldsymbol\theta$. Every conserving string has as many creators as annihilators, so $\boldsymbol\theta$ cancels from $\Delta\lambda$ and from the differences in $w$. Only the kinetic energies and the choice of occupied orbitals change, and all equations of section 5 hold with the integer labels. This follows from the algebra and was not run.

For a partly filled shell any chosen determinant still obeys the selection rules, but for excitations inside the shell the kinetic energies cancel from $D$ and the exchange part alone can make it negative (in a cubic cell with $(000)$ and $(\pm1,0,0)$ doubly occupied and $v_0=0$, the sums in (2) are $1+\tfrac14$ for an occupied $(100)$ and $1+\tfrac12+\tfrac12$ for a virtual $(010)$, so the excitation to $(0,\pm1,0)$ has $D=2(\tfrac54-2)\,v_1=-\tfrac32v_1$), and several determinants with the same $\Lambda_0$ may be of similar weight. The reduction remains exact for the equations, while the single-reference ansatz and the update $t\leftarrow t-R/D$ lose their justification.

In the limit of large cells at fixed density the kinetic-energy gap at the Fermi surface closes and $\tilde v(\mathbf q)$ is sampled at ever smaller $q$. With kinetic-energy denominators the direct second-order term then diverges: for $q\ll k_F$ the number of holes $i$ with $\mathbf k_i+\mathbf q$ outside the Fermi sphere is proportional to $q$, the same holds for $j$, $D\propto q$ and $\tilde v^2\propto q^{-4}$, so the energy per electron goes as $\int q^2dq\,q^{-4}q^2q^{-1}=\int dq/q$. The denominators $D$ of (9) contain the Fock energies (2), whose exchange part modifies this small-$q$ estimate, and large cells were not run here. Where the first iterate $-g/D$ grows in this way it is a poor start, and the iteration may need damping or a level shift; a positive $v_0$ is such a shift, since it adds $2v_0$ to $D$ and leaves $R$ unchanged. With $v_0=0$ a closed shell does not guarantee $D>0$ either, because kinetic spacings between neighbouring shells fall as $1/L^2$ while differences of exchange sums fall only as $1/L$: for $N=14$ the gap between $(100)$ and $(110)$ is $2\pi^2/L^2-(\tfrac{107}{30}-\tfrac{13}{4})/(\pi L)$, which is negative for $L>120\pi^3/19\approx196$ bohr, or $r_s\gtrsim50$ bohr. The selection rules and the operation counts per iteration do not depend on the size of the gap, but the number of iterations can, and the $N^4$ estimate does not include it.

The program that produced every number above, with its output, follows.

## Table of computed values

```
N=6 cell: rs=0.5 bohr, edges 1:1:4, M=7, determinants 3003
random T2: max|R|=11.8615 Ha, reduced-vs-exact 2.7e-15 Ha, singles 0.0e+00 Ha
exact ground state: |C0|=0.97874, max|C1|=5.6e-16
Ecorr exact=-0.586878 Ha, CCD=-0.571871 Ha
polarised ref (5 up,1 down): same-k singles 4, in H^2|ref> 0.0e+00 Ha^2
  with field 0.1 Ha * S_x: singles element 0.0500 Ha
dense CCSD, U=0.2 Ha: max|T1|=0.01255, exact residual 8.9e-11 Ha
N=14 rs=2 bohr M=19: L=7.77026 bohr, vol=469.1445 bohr^3, 2pi/L=0.80862 1/bohr
integral formula vs grid: 8.2e-18 Ha; off-diagonal Fock 1.6e-17 Ha
eps(000)=-0.245791 Ha, eps(100)=0.193796 Ha, eps(110)=0.507757 Ha
kinetic(100)=0.326933 Ha, kinetic(110)=0.653866 Ha
(100)up,(-100)dn -> (110)up,(-1-10)dn: g=0.040965 Ha, D=0.627921 Ha
  first-order t=-0.065239, converged t=-0.033178
E_HF (no Madelung)=2.878584 Ha, MP2=-0.381914 Ha
CCD reduced=-0.22044560 Ha, dense CCSD=-0.22044560 Ha
dense from random start: max|T1|=8.9e-12, max|T2 diff|=5.7e-12
dense T2 nonzero 1104 of 112896; allowed triples 1152
v0=0.3 Ha: CCD=-0.22044560 Ha, MP2=-0.195980 Ha
U=0.05 Ha cos(Gx): max|T1| along G 0.03361, other 1.2e-11
M=19 o=14 v=24: MP2=-0.381914 Ha, CCD=-0.220446 Ha
  storage o2v2=112896, o2v=4704, allowed=1152, allowed/o2v=0.245
  mult-adds o2v4=6.503e+07, o2v2=1.129e+05, o3v=6.586e+04, NQ=150, NQ*o3=4.116e+05
  FFT ladder vs direct (M=33, grid 9^3): 4.3e-18 Ha
M=33 o=14 v=52: MP2=-0.533748 Ha, CCD=-0.313408 Ha
  storage o2v2=529984, o2v=10192, allowed=2960, allowed/o2v=0.290
  mult-adds o2v4=1.433e+09, o2v2=5.300e+05, o3v=1.427e+05, NQ=258, NQ*o3=7.080e+05
M=57 o=14 v=100: MP2=-0.599773 Ha, CCD=-0.357797 Ha
  storage o2v2=1960000, o2v=19600, allowed=7184, allowed/o2v=0.367
  mult-adds o2v4=1.960e+10, o2v2=1.960e+06, o3v=2.744e+05, NQ=366, NQ*o3=1.004e+06
M=93 o=14 v=172: MP2=-0.642869 Ha, CCD=-0.389439 Ha
  storage o2v2=5798464, o2v=33712, allowed=15248, allowed/o2v=0.452
  mult-adds o2v4=1.715e+11, o2v2=5.798e+06, o3v=4.720e+05, NQ=582, NQ*o3=1.597e+06
M=93 CCD per electron: -0.027817 Ha = -0.7569 eV
```
